# Using the sawtooth dipole correction for asymmetric slabs

## What symmetry and dimensions fix

A slab with different faces generally carries an electric dipole. In a calculation that repeats the slab along its normal $z$, that dipole produces a field which the isolated slab does not have. The setting called a dipole correction removes it. Most of its form follows before any integral is done.

Let the cell have lateral area $A$, period $L$ and volume $\Omega=AL$. Let $\rho$ be the total charge density, ions minus electrons, and $\bar\rho(z)$ its lateral average. The slab is neutral and $\rho$ vanishes at the cell faces $z=\pm L/2$. Within the cell, the laterally averaged potentials of the isolated and the repeated slab obey the same Poisson equation, so their difference has zero second derivative. It is a straight line in $z$.

The slope of this line is linear in the charge, so it can be written $\int w(z)\bar\rho(z)\,dz$. Moving the whole slab by $a$ within the vacuum cannot change it, hence

$$\int [w(z+a)-w(z)]\,\bar\rho(z)\,dz=0$$

for every neutral $\bar\rho$. The bracket must therefore be independent of $z$, which makes $w$ linear in $z$. A constant in $w$ gives nothing for a neutral slab. The slope thus depends on the charge through the dipole moment alone,

$$m=\int_{\rm cell} z\,\rho\,d^3r,\qquad \frac mA=\int z\,\bar\rho\,dz .$$

Now $m/(\varepsilon_0A)$ is a voltage. In the averaged problem the area enters only through $m/A$, so the one length left to turn this voltage into a slope is $L$. The correcting potential must be a number times $mz/(\varepsilon_0AL)$, and the energy, quadratic in charge, a number times $m^2/(\varepsilon_0AL)$. The next two sections show that these numbers are $1$ and $\tfrac12$. A slab whose two faces are related by inversion or by a mirror plane parallel to them has $m=0$ and needs no correction.

## The potential

The isolated slab has the averaged potential

$$\bar\phi_{\rm iso}(z)=-\frac1{2\varepsilon_0}\int|z-z'|\,\bar\rho(z')\,dz',$$

because the second derivative of $|z-z'|$ is $2\delta(z-z')$. To the right of all charge $|z-z'|=z-z'$. The term in $z$ multiplies the total charge, which is zero, and the rest gives $+m/(2\varepsilon_0A)$. To the left the sign reverses. The isolated slab therefore has flat vacuum levels that differ by

$$\bar\phi_{\rm right}-\bar\phi_{\rm left}=\frac{m}{\varepsilon_0A}.$$

The periodic potential is $\bar\phi_{\rm per}=\bar\phi_{\rm iso}+bz+c$, with constants $b$ and $c$. Equal values at the two faces require

$$\frac{m}{\varepsilon_0A}+bL=0,\qquad b=-\frac{m}{\varepsilon_0AL}=-\frac mC,\qquad C\equiv\varepsilon_0\Omega .$$

The spurious field is $-b=+m/C$. It points along the dipole and so tends to enlarge it. The potential that cancels it is

$$\phi_{\rm dip}(z)=+\frac{m}{C}\,z,\qquad -\frac L2<z<\frac L2 .$$

Repeated in every cell, this is a sawtooth. At the cell face it jumps by $m/(\varepsilon_0A)$ in magnitude, which is the step that periodicity had suppressed. An electron, of charge $-e$, feels the potential energy $-e\phi_{\rm dip}$.

## The energy and its factor of one half

The electrostatic energy of the isolated slab is $\frac12\int\rho\,\phi_{\rm iso}$. For the laterally averaged part, insert $\phi_{\rm iso}=\phi_{\rm per}+mz/C-c$:

$$E_{\rm iso}=\frac12\int\rho\,\phi_{\rm per}\,d^3r+\frac{m}{2C}\int z\rho\,d^3r-\frac c2\int\rho\,d^3r .$$

The last integral vanishes by neutrality and the middle one is $m$, so the term to add is

$$E_{\rm dip}=+\frac{m^2}{2\varepsilon_0\Omega}.$$

It is positive: the periodic energy is too low, because each dipole sits in a field aligned with it.

The half belongs to the energy and not to the potential. Write $\rho=\rho_{\rm ion}-en$, with $n$ the electron number density. Then $\delta m/\delta n=-ez$ and

$$\frac{\delta E_{\rm dip}}{\delta n}=\frac mC\,\frac{\delta m}{\delta n}=-e\,\frac{m}{C}\,z=-e\,\phi_{\rm dip}.$$

The orbitals must feel the full sawtooth. With half of it, the orbital equations would not be the stationarity conditions of the energy, and the force formula below would fail.

**If the energy is assembled from eigenvalues**, the sawtooth is already inside them. Let $E_{\rm band}$ be the sum of occupied eigenvalues plus the usual double-counting terms built from $\phi_{\rm per}$ and exchange-correlation. Split the dipole into $m=m_{\rm ion}+m_{\rm el}$ with $m_{\rm el}=-e\int zn$. The eigenvalue sum contains

$$\int n\,(-e\phi_{\rm dip})\,d^3r=\frac mC\,m_{\rm el}.$$

This must be taken out and $E_{\rm dip}$ put in:

$$E-E_{\rm band}=\frac{m^2-2m\,m_{\rm el}}{2C}=\frac{(m_{\rm ion}+m_{\rm el})(m_{\rm ion}-m_{\rm el})}{2C}=\frac{m_{\rm ion}^2-m_{\rm el}^2}{2C}.$$

The two partial dipoles and the sawtooth must share one origin, since each partial dipole changes when the origin moves. A printed "dipole term" of this kind can differ greatly from $E_{\rm dip}$ without any error.

## The ionic forces

Let ion $I$ carry charge $Z_Ie$, the valence charge if pseudopotentials are used, in a spherical distribution centred at height $z_I$. Its contribution to $m$ is $Z_Iez_I$. At self-consistency the energy is stationary with respect to the orbitals, so their response drops out of the first derivative and the explicit dependence on $z_I$ remains:

$$F_I^{\rm dip}=-\frac{\partial E_{\rm dip}}{\partial z_I}=-\frac mC\,\frac{\partial m}{\partial z_I}=-\frac{Z_Ie\,m}{\varepsilon_0\Omega}.$$

This is the ionic charge times the field $-m/C$ of the sawtooth. There is no lateral component. If the basis functions move with the atoms, their usual additional force terms must be evaluated with the corrected potential.

A rigid shift of the slab leaves its energy unchanged, so the complete ionic forces sum to zero. The periodic part alone, evaluated with the corrected density, then sums to $+Z_{\rm tot}e\,m/C$, where $Z_{\rm tot}=\sum_IZ_I$. A net force of this size and sign is what results when the electrons feel the sawtooth and the ions do not. The opposite mistake gives a net force of the opposite sign.

## Lateral structure and the vacuum width

A real surface also has charge components that vary as $e^{i\mathbf G\cdot\mathbf r_\parallel}$, with $\mathbf G\neq0$ a lateral reciprocal vector of length $G$. Their Coulomb kernel is $e^{-G|z|}/(2\varepsilon_0AG)$. For two charges in the slab at height difference $z$, with $|z|<L$, the images add to the exponential $e^{-G|z|}$ the sum

$$\sum_{j=1}^{\infty}\left[e^{-G(jL-z)}+e^{-G(jL+z)}\right]=\frac{2\cosh Gz}{e^{GL}-1}.$$

The sawtooth does not remove this. For a slab of thickness $d$ the largest term is of order $e^{-G(L-d)}$, so what counts is the vacuum width $L-d$ compared with $1/G_{\min}$. To suppress this factor to $\eta$, choose

$$L-d\gtrsim\frac{\ln(1/\eta)}{G_{\min}} .$$

A laterally large cell has a small $G_{\min}$ and may need more vacuum. The electron tails must also have died out at the cell face.

A lattice of rigid Gaussian charges shows both parts. It has $A=16$ Å$^2$, side 4 Å and $m=-3.15\,e$ Å. This dipole corresponds to a potential step of 36 V, far more than a real surface sustains, so the example tests the electrostatics and not the size of typical errors. With $1/\varepsilon_0=180.95$ V Å$/e$, the energy term at $L=9$ Å is

$$\frac{(3.15)^2\times180.95}{2\times16\times9}=6.234\ {\rm eV}.$$

The uncorrected energy is in fact 6.235 eV below that of the isolated slab, which is computed separately from the two-dimensional kernels. After correction the error is $-2.8\times10^{-4}$ eV at 9 Å and $-1.2\times10^{-5}$ eV at 11 Å. The ratio is 0.0430, against $e^{-G_{\min}\Delta L}=0.0432$. At 16 Å the uncorrected error is still $-3.5$ eV, while the corrected one is $-5\times10^{-9}$ eV.

The force on the charge $+2e$ at $L=16$ Å is 19.211 eV/Å without correction. The dipole part is $2\times3.15\times180.95/256=4.453$ eV/Å. The sum, 23.664 eV/Å, agrees with the numerical derivative of the isolated energy.

## Why the correction must act during self-consistency

Without the correction the slab polarises in its own spurious field. Let $m_0$ be the dipole of the isolated slab and $\alpha$ its polarisability, defined by $m=m_0+\alpha F$ in an external field $F$. To leading order, the isolated energy at a prescribed dipole is

$$E_{\rm iso}(m)=E_0+\frac{(m-m_0)^2}{2\alpha},$$

since minimising $E_{\rm iso}(m)-Fm$ returns the definition of $\alpha$. The uncorrected calculation minimises $E_{\rm iso}(m)-m^2/(2C)$. Stationarity gives

$$\frac{m-m_0}{\alpha}=\frac mC,\qquad m=\frac{m_0}{1-\alpha/C}.$$

This is a minimum if $\alpha<C$. Substituting $m-m_0=\alpha m/C$, the energy error is

$$E_{\rm unc}-E_0=\frac{\alpha m^2}{2C^2}-\frac{m^2}{2C}=-\frac{m^2}{2C}\left(1-\frac\alpha C\right)=-\frac{m_0^2}{2(C-\alpha)} .$$

Adding $m^2/(2C)$ afterwards, with the dipole of the uncorrected run, cancels the second term but leaves the first:

$$\frac{\alpha m^2}{2C^2}=\frac{\alpha m_0^2}{2(C-\alpha)^2}>0 .$$

A late correction overshoots, by the energy spent on polarising the slab.

Two limits help in judging a cell. For large $L$ the uncorrected error approaches $-m_0^2/(2\varepsilon_0AL)$, a slow decay. For a slab described as a uniform dielectric of thickness $d$ and relative permittivity $\varepsilon$, an external field $F$ produces the polarisation $\varepsilon_0F(1-1/\varepsilon)$, so that

$$\frac\alpha C=\frac dL\left(1-\frac1\varepsilon\right).$$

Here $d$ is the thickness of the polarisable electron cloud, which can reach well beyond the outermost nuclei: in the example below $\alpha/(\varepsilon_0A)=7.2$ Å, while the outer ion sheets are only 4 Å apart. In the conducting limit $C-\alpha=\varepsilon_0A(L-d)$. The uncorrected error is then governed by the vacuum width, not by the period.

## Updating the sawtooth

Some procedures hold the sawtooth fixed while the electrons converge, and then update it. Let the sawtooth be built from a trial dipole $s$, and let $a=\alpha/C$. The field in excess of the isolated case is $(m-s)/C$, so the electrons respond with

$$m=m_0+a(m-s)\quad\Longrightarrow\quad m=\frac{m_0-as}{1-a}.$$

Its fixed point is $s=m=m_0$, as it should be. Taking $s$ equal to the last $m$ multiplies the error by $-a/(1-a)$ in each round. This oscillates, and it diverges for $a>\tfrac12$: for a conducting slab, when its electronic thickness $d$, not the distance between its outer atomic layers, exceeds the remaining vacuum $L-d$. Mixing a fraction $\beta$ of the new dipole into the old one changes the factor to

$$1-\beta-\frac{\beta a}{1-a}=1-\frac{\beta}{1-a},$$

which converges for $0<\beta<2(1-a)$ and is best at $\beta=1-a$. This is a linear-response result for fully converged inner cycles and was not tested numerically. The example below updates the sawtooth in every electronic cycle.

## Where to put the jump

Shifting the cut through empty vacuum leaves $m$ unchanged, because no charge changes sides and the slab is neutral. If the cut moves to the right past a net charge $q$, that charge is counted one period further to the right and

$$m\to m+qL .$$

The result then depends on the cut and no longer describes the slab. Centre the jump in the vacuum, and check again after atoms have moved or an adsorbate has been added.

A net charge $Q$ per cell is outside this treatment. The dipole then depends on the origin, the isolated slab has non-zero fields outside, and the periodic calculation contains a compensating background.

## A self-consistent example

The model slab has three laterally uniform Gaussian ion sheets at $z=-2,0,2$ Å, with charges $2e$, $e$ and $e$ per 16 Å$^2$ cell. Four electrons fill two orbitals that depend on $z$ alone. The energy contains kinetic, Hartree and local-density exchange terms. Correlation, lateral structure and sampling of lateral wavevectors are left out, so no material is represented. The reference is a box with zero field at both walls, solved without any dipole formula.

At $L=30$ Å, $C=2.653\,e$ Å$^2$/V. The corrected and isolated runs both give $m_0=-0.01397\,e$ Å, and their energies differ by $2\times10^{-10}$ eV. That figure measures the agreement of two solutions of one model, not its accuracy for a real surface.

The potential step is $-0.01397\times180.95/16=-0.158$ V. An electron has energy $-e\phi$, so the right vacuum level is higher for electrons, and the work functions are 4.28 eV on the left and 4.44 eV on the right. Their difference is $-em/(\varepsilon_0A)$, as it must be with one common highest occupied level.

The dipole is small because the centres of the ionic and the electronic charge lie only 0.0035 Å apart. With the origin at the middle sheet, the ionic part is $-2\,e$ Å and the electronic part $+1.986\,e$ Å. The energy term is accordingly only $3.7\times10^{-5}$ eV. The term for the eigenvalue form depends on the origin, and with this choice it is much larger:

$$\frac{2.000^2-1.986^2}{2\times2.653}\approx0.0105\ {\rm eV}.$$

The uncorrected dipole is $-0.01838\,e$ Å, larger in magnitude than the isolated one by 32 per cent. The polarisability found by applying a small field to the isolated slab is $\alpha=0.637\,e$ Å$^2$/V, so $\alpha/C=0.240$ and $m_0/(1-0.240)=-0.0184\,e$ Å, in agreement. The uncorrected energy is too low by

$$\frac{(0.01397)^2}{2(2.653-0.637)}=4.8\times10^{-5}\ {\rm eV},$$

which is also the computed difference. A late correction overshoots by $1.5\times10^{-5}$ eV. At $L=40$ Å the uncorrected error is still $3.4\times10^{-5}$ eV.

**Forces.** The corrected force on the right-hand sheet is $-0.1736$ eV/Å, as is the numerical derivative of isolated energies. Its dipole part is $+0.0053$ eV/Å. Yet the uncorrected run gives $-0.1735$ eV/Å, almost the same. The reason follows from differentiating the energy error. With the small change of $\alpha$ neglected,

$$F_{\rm unc}-F_{\rm iso}\simeq\frac{m_0}{C-\alpha}\,\frac{dm_0}{dz_I}.$$

The relevant charge is $dm_0/dz_I$, which includes the electrons that follow the ion, and not the bare $Z_Ie$. Here the two forces differ by only about $5\times10^{-5}$ eV/Å, while $|m_0|/(C-\alpha)=0.0069$ V/Å, so this charge is only about $0.01\,e$ in magnitude: the electrons screen the displaced ion almost completely. That small value belongs to this model of uniform sheets in a very polarisable electron cloud and is no estimate for a real surface or adsorbate. In the rigid Gaussian lattice nothing follows, and the whole $Z_Ie\,m/C$ appeared as an error. A small force change on switching the correction on is therefore no sign that the ionic term may be dropped: without it, the corrected density gives a net force of $4\times(-0.01397)/2.653=-0.0211$ eV/Å.

**Cut.** With the converged density held fixed, a cut at $z=-13$ Å reproduces the dipole. A cut through the middle of the slab gives $3.47\,e$ Å and an energy term of 2.27 eV. The change of $3.49\,e$ Å divided by 30 Å is a displaced charge of just $0.116\,e$.

## Consequences for surface phase diagrams

In surface thermodynamics one compares $E_j-N_j\mu$ for phases $j$ of equal area, where $N_j$ counts the exchanged atoms per cell and $\mu$ is their chemical potential. Two phases meet at

$$\mu^*=\frac{E_2-E_1}{N_2-N_1},\qquad \delta\mu^*=\frac{\delta E_2-\delta E_1}{N_2-N_1},$$

with $\delta E_j=-m_{0,j}^2/[2(C-\alpha_j)]$ if the correction is omitted. The error does not in general cancel between phases whose dipoles differ in magnitude, and at similar $\alpha$ it favours the more strongly polar one.

In the example the surface energy error is $4.8\times10^{-5}/16=3.0\times10^{-6}$ eV/Å$^2$, which is negligible. It grows as the square of the dipole: at the same $\alpha$ and cell, a dipole ten times larger, with a potential step of 1.6 V, gives 0.0048 eV per cell. This scaling cannot be carried much further in the same cell: a dipole a hundred times larger would mean a step of 16 V, far beyond the work-function differences of real slabs.

For a phase diagram, then, apply the correction self-consistently to every asymmetric slab, with the jump in the vacuum. Check that the potential is flat on both sides and that the ionic forces sum to zero. The force check alone is not enough, since the sum also vanishes when the correction is missing from both electrons and ions. Then widen the vacuum once and compare total energies, forces and work functions. What still changes in them is not the averaged dipole field, but lateral structure, overlapping tails or numerical settings. Eigenvalues measured from the cell average of the potential do shift with $L$, because the vacuum levels move relative to that average. Refer them to a vacuum level before comparing. The numerical output below gives the full set of values.

## Table of computed values

```
1/eps0 = 180.9513 V Angstrom/e
hbar^2/(2 m_e) = 3.80998 eV Angstrom^2
Cell area = 16.0 Angstrom^2
GAUSSIAN CHARGE LATTICE
side = 4.0 Angstrom, Gaussian width = 0.4 Angstrom
charge +2.0 e at (0.0, 0.0, 0.0) Angstrom
charge -1.5 e at (0.6, 0.4, 1.8) Angstrom
charge -0.5 e at (2.0, 1.0, 0.9) Angstrom
dipole = -3.1500 e Angstrom
L = 9 Angstrom: error raw -6.234619 eV, corrected -2.82e-04 eV
L = 11 Angstrom: error raw -5.100833 eV, corrected -1.21e-05 eV
L = 16 Angstrom: error raw -3.506815 eV, corrected -4.70e-09 eV
remainder ratio L=11 to L=9: 0.04304, exp(-G dL) = 0.04321
force 1, L=16: raw 19.21121, corrected 23.66430, isolated 23.66431 eV/Angstrom
force 2, L=16: raw -13.62076, corrected -16.96058, isolated -16.96058 eV/Angstrom
force 3, L=16: raw -5.59045, corrected -6.70372, isolated -6.70372 eV/Angstrom
SELF-CONSISTENT SLAB
sheet charges (e): [2. 1. 1.]  positions (Angstrom): [-2.  0.  2.]
sheet width = 0.5 Angstrom, grid step = 0.2 Angstrom
period L = 30 Angstrom, eps0*volume = 2.65265 e Angstrom^2/V
uncorrected: energy -8.506764 eV, dipole -0.018381 e Angstrom
corrected: energy -8.506716 eV, dipole -0.013967 e Angstrom
isolated: energy -8.506716 eV, dipole -0.013967 e Angstrom
dipole energy term = 0.000037 eV
ionic dipole -2.00000, electronic 1.98603 e Angstrom
term added to band-energy form = 0.010494 eV
spurious vacuum field, measured = -0.006929 V/Angstrom
spurious vacuum field, m/(eps0 volume) = -0.006929 V/Angstrom
isolated potential step, right minus left = -0.15796 V
work function left = 4.2808 eV
work function right = 4.4388 eV
sheet 1 force: periodic part -1.03052, dipole part 0.01053, sum -1.01999 eV/Angstrom
sheet 2 force: periodic part 1.18828, dipole part 0.00527, sum 1.19355 eV/Angstrom
sheet 3 force: periodic part -0.17882, dipole part 0.00527, sum -0.17356 eV/Angstrom
sheet 3 force from isolated energies = -0.17355 eV/Angstrom
sheet 3 force in uncorrected run = -0.17351 eV/Angstrom
net force without ionic dipole term = -0.02106 eV/Angstrom
net force with it = -1.1e-08 eV/Angstrom
polarisability = 0.63702 e Angstrom^2/V, ratio alpha/C = 0.2401
uncorrected dipole predicted = -0.018381 e Angstrom
uncorrected energy too low by 0.000048 eV, predicted 0.000048 eV
surface energy error = 3.025e-06 eV/Angstrom^2
late correction overshoots by 0.000015 eV, predicted 0.000015 eV
L = 40 Angstrom: uncorrected too low by 0.000034 eV
L = 40 Angstrom: corrected minus isolated = 9.9e-11 eV
L = 30 Angstrom: corrected minus isolated = 1.9e-10 eV
dipole, cut at -13 Angstrom = -0.013967 e Angstrom
dipole, cut at 0 Angstrom = 3.471326 e Angstrom
energy term with cut at 0 = 2.271335 eV
```
